# Why dense single-rate traps give a nonexponential capacitance transient: a numerical check

```python
"""
Result under test: traps with ONE emission rate e give a nonexponential
capacitance transient at constant bias when their density N_T is comparable
with N, the net fixed charge density with all traps filled.
Sharp-edge law:  N W^2 + n (W-lam)^2 = N W0^2,  n = N_T (1-exp(-e t)),
C = eps A / W.  W: depletion width, W0: its initial value, lam: width of the
edge layer in which traps stay filled, n: density of emptied traps.
Independent road: Poisson equation with free electrons, plus local emission
and capture at every depth. Simulation time is measured in units of 1/e.
"""
import numpy as np
from math import comb
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# ---------- model parameters (SI unless named otherwise) ----------
REL_PERM = 12.0
TEMPERATURE = 250.0
DENSITY = 1e21             # N in m^-3
RATIO = 1.0                # N_T / N
DILUTE_RATIO = 0.01
BENDING = 10.0             # total band bending, V
TRAP_DEPTH = 0.30          # bulk Fermi level minus trap level, eV
EMISSION = 100.0           # s^-1
AREA = 1e-6                # m^2
EPS = REL_PERM * const.epsilon_0
VT = const.k * TEMPERATURE / const.e
CURVATURE = const.e * DENSITY / EPS
W0 = np.sqrt(2 * (BENDING - VT) / CURVATURE)
LAM = np.sqrt(2 * (TRAP_DEPTH - VT) / CURVATURE)


def sharp_width(emptied, edge, start=1.0):
    """Closed width; emptied = n/N, edge = lam, start = W0."""
    root = np.sqrt(start**2 * (1 + emptied) - emptied * edge**2)
    return (emptied * edge + root) / (1 + emptied)


def width_from_charge(emptied, edge):
    """Width (unit W0) from the first moment of charge, by quadrature."""
    def mismatch(width):
        inner = quad(lambda x: x * (1 + emptied), 0, width - edge)[0]
        outer = quad(lambda x: x, width - edge, width)[0]
        return inner + outer - 0.5
    return brentq(mismatch, edge, 1.001, xtol=1e-14)


# ---------- closed formulas against quadrature and differences ----------
for ratio in (0.1, 1.0, 3.0):
    for edge in (0.0, 0.2, 0.5):
        c_end = 1 / width_from_charge(ratio, edge)
        for time in (0.01, 0.7, 3.0):
            def cap(t):
                return 1 / width_from_charge(ratio * (1 - np.exp(-t)), edge)
            dt = 1e-3
            c_now = cap(time)
            rate = (cap(time + dt) - cap(time - dt)) / (2 * dt)
            rate /= c_end - c_now
            n = ratio * (1 - np.exp(-time))
            w = sharp_width(n, edge)
            assert abs(w * c_now - 1) < 1e-9
            slope = (1 - edge / w)**2 / (2 * (w + n * (w - edge)))
            predicted = (ratio - n) * slope / (c_end - 1 / w)
            assert abs(rate / predicted - 1) < 1e-4
            assert rate > 1
            if edge == 0:
                assert abs(rate - 0.5 * (1 + c_end / c_now)) < 1e-4
                a_s = ratio / (1 + ratio) * np.exp(-time)
                series = sum(comb(2*m, m) / (4**m * (2*m - 1)) * a_s**m
                             for m in range(1, 150))
                assert abs(series - (1 - c_now / c_end)) < 1e-8

# ---------- simulation with free electrons and finite capture ----------
GRID = np.linspace(0, 6e-6, 1201)
STEP = GRID[1] - GRID[0]
STRENGTH = CURVATURE * STEP**2


def electrostatics(phi, filled, bias, ratio):
    """Band bending and high-frequency capacitance, trap charge frozen."""
    phi = phi.copy()
    phi[0], phi[-1] = bias, 0.0
    fixed = 1 + ratio * (1 - filled[1:-1])
    bands = np.ones((3, len(phi) - 2))
    for _ in range(80):
        electrons = np.exp(-phi[1:-1] / VT)
        residual = phi[:-2] - 2 * phi[1:-1] + phi[2:]
        residual -= STRENGTH * (fixed - electrons)
        bands[1] = -2 - STRENGTH * electrons / VT
        change = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    bands[1] = -2 - STRENGTH * np.exp(-phi[1:-1] / VT) / VT
    source = np.zeros(len(phi) - 2)
    source[0] = -1
    response = solve_banded((1, 1), bands, source)
    return phi, EPS * AREA * (1 - response[0]) / STEP


def relax_traps(filled, phi, dt):
    """Emission and capture obeying detailed balance."""
    capture = np.exp((TRAP_DEPTH - phi) / VT)
    total = 1 + capture
    steady = capture / total
    return steady + (filled - steady) * np.exp(-total * dt)


def initial_state(ratio):
    filled = np.ones_like(GRID)
    guess_width = np.sqrt(2 * BENDING / CURVATURE)
    phi = CURVATURE / 2 * np.maximum(guess_width - GRID, 0)**2
    phi, cap = electrostatics(phi, filled, BENDING, ratio)
    return filled, phi, cap


def constant_bias(ratio, dt, end):
    filled, phi, cap = initial_state(ratio)
    record = [cap]
    for _ in range(round(end / dt)):
        filled = relax_traps(filled, phi, dt)
        phi, cap = electrostatics(phi, filled, BENDING, ratio)
        record.append(cap)
    return np.array(record)


def constant_capacitance(ratio, dt, end):
    filled, phi, target = initial_state(ratio)
    bias = BENDING
    record = [bias]
    for _ in range(round(end / dt)):
        filled = relax_traps(filled, phi, dt)
        bias = brentq(lambda v: electrostatics(phi, filled, v, ratio)[1]
                      / target - 1, bias - 0.05, bias + 0.5, xtol=1e-7)
        phi, _ = electrostatics(phi, filled, bias, ratio)
        record.append(bias)
    return np.array(record)


def apparent_rate(record, dt, first, last):
    """Mean logarithmic decay rate in units of e between two times."""
    left = record[-1] - record[round(first / dt)]
    right = record[-1] - record[round(last / dt)]
    return np.log(left / right) / (last - first)


DT, DT_CC, END = 0.01, 0.02, 16.0
cap_dense = constant_bias(RATIO, DT, END)
cap_dilute = constant_bias(DILUTE_RATIO, DT, END)
bias_cc = constant_capacitance(RATIO, DT_CC, END)
times = np.arange(len(cap_dense)) * DT
cap_sharp = EPS * AREA / sharp_width(RATIO * (1 - np.exp(-times)), LAM, W0)
worst = np.max(np.abs(cap_sharp / cap_dense - 1))
# Finite capture near the edge is absent from the sharp law: percent level.
assert worst < 0.015
assert abs(cap_sharp[0] / cap_dense[0] - 1) < 0.002

EARLY, LATE, LAST = (0.1, 0.5), (3.0, 4.0), (6.0, 8.0)
dense = [apparent_rate(cap_dense, DT, *w) for w in (EARLY, LATE, LAST)]
sharp = [apparent_rate(cap_sharp, DT, *w) for w in (EARLY, LATE, LAST)]
dilute = [apparent_rate(cap_dilute, DT, *w) for w in (EARLY, LATE)]
held = [apparent_rate(bias_cc, DT_CC, *w) for w in (EARLY, LATE)]
assert dense[0] > 1.12 and abs(dense[0] - sharp[0]) < 0.15
assert dense[0] > dense[1] + 0.05 and dense[1] > dense[2] > 0.99
assert all(0.98 < r < 1.05 for r in dilute + held)
assert dense[0] - max(dilute[0], held[0]) > 0.10

rise_sim = bias_cc[-1] - bias_cc[0]
rise_formula = CURVATURE / 2 * RATIO * (W0 - LAM)**2
assert abs(rise_sim / rise_formula - 1) < 0.02

# ---------- linearization of the simulated constant-bias transient ----------
width_sim = EPS * AREA / cap_dense
survival = 1 - (width_sim[0]**2 - width_sim**2) / (
    RATIO * (width_sim - LAM)**2)
i, j = round(EARLY[0] / DT), round(EARLY[1] / DT)
linear_rate = np.log(survival[i] / survival[j]) / (EARLY[1] - EARLY[0])
assert abs(linear_rate - 1) < 0.10
assert abs(linear_rate - 1) < 0.6 * abs(dense[0] - 1)

naive_density = 2 * DENSITY * (1 - cap_dense[0] / cap_dense[-1])
assert naive_density < 0.7 * RATIO * DENSITY

# ---------- numbers for the text ----------
print(f"relative permittivity: {REL_PERM:.1f}")
print(f"temperature: {TEMPERATURE:.0f} K; kT/q: {VT:.5f} V")
print(f"N: {DENSITY*1e-6:.2e} cm^-3; N_T: {RATIO*DENSITY*1e-6:.2e} cm^-3")
print(f"total band bending: {BENDING:.1f} V; area: {AREA*1e6:.1f} mm^2")
print(f"bulk Fermi level minus trap level: {TRAP_DEPTH:.2f} eV")
print(f"true emission rate: {EMISSION:.1f} s^-1")
print(f"initial width W0: {W0*1e6:.3f} um; edge layer: {LAM*1e6:.3f} um")
w_end = sharp_width(RATIO, LAM, W0)
print(f"final width, sharp edge: {w_end*1e6:.3f} um")
print("constant bias, N_T = N: time, simulated C, sharp-edge C")
for time in (0, 0.1, 0.5, 1, 2, 3, 4, 8):
    k = round(time / DT)
    print(f"  {time/EMISSION*1e3:5.1f} ms  {cap_dense[k]*1e12:.3f} pF"
          f"  {cap_sharp[k]*1e12:.3f} pF")
print(f"final simulated C: {cap_dense[-1]*1e12:.3f} pF")
print(f"final sharp-edge C: {cap_sharp[-1]*1e12:.3f} pF")
print(f"largest sharp-edge error in C: {100*worst:.2f} %")
for label, window, a, b in zip(("early", "late", "last"),
                               (EARLY, LATE, LAST), dense, sharp):
    lo, hi = (x / EMISSION * 1e3 for x in window)
    print(f"{label} window {lo:.0f}-{hi:.0f} ms, N_T = N: simulated "
          f"{a*EMISSION:.1f} s^-1, sharp edge {b*EMISSION:.1f} s^-1")
print(f"dilute control N_T/N: {DILUTE_RATIO:.2f}")
print(f"dilute control, early and late rate: {dilute[0]*EMISSION:.1f}, "
      f"{dilute[1]*EMISSION:.1f} s^-1")
print(f"constant-C control, early and late rate: {held[0]*EMISSION:.1f}, "
      f"{held[1]*EMISSION:.1f} s^-1")
print(f"constant-C voltage rise: simulated {rise_sim:.3f} V, "
      f"formula {rise_formula:.3f} V")
print(f"early rate after linearization: {linear_rate*EMISSION:.1f} s^-1")
slope0 = RATIO * (1 - LAM / W0)**2 / 2
rate0 = slope0 / (W0 / w_end - 1)
print(f"initial rate, sharp edge: {rate0*EMISSION:.1f} s^-1")
rate0_simple = 0.5 * (1 + np.sqrt(1 + RATIO))
print(f"initial rate, no edge layer: {rate0_simple*EMISSION:.1f} s^-1")
fraction = RATIO / (1 + RATIO)
parts = [comb(2*m, m) / (4**m * (2*m - 1)) * fraction**m for m in (1, 2, 3)]
print("no edge layer, parts of (Cinf-C)/Cinf at t=0 with rates e, 2e, 3e: "
      + ", ".join(f"{p:.5f}" for p in parts))
print(f"no edge layer, whole (Cinf-C)/Cinf at t=0: "
      f"{1-np.sqrt(1-fraction):.5f}")
print(f"trap density from dilute formula: {naive_density*1e-6:.3e} cm^-3")
print("done: every assertion held")
```

Printed output:

```
relative permittivity: 12.0
temperature: 250 K; kT/q: 0.02154 V
N: 1.00e+15 cm^-3; N_T: 1.00e+15 cm^-3
total band bending: 10.0 V; area: 1.0 mm^2
bulk Fermi level minus trap level: 0.30 eV
true emission rate: 100.0 s^-1
initial width W0: 3.638 um; edge layer: 0.608 um
final width, sharp edge: 2.858 um
constant bias, N_T = N: time, simulated C, sharp-edge C
    0.0 ms  29.206 pF  29.206 pF
    1.0 ms  30.205 pF  30.143 pF
    5.0 ms  32.958 pF  32.781 pF
   10.0 ms  34.842 pF  34.637 pF
   20.0 ms  36.435 pF  36.280 pF
   30.0 ms  36.943 pF  36.849 pF
   40.0 ms  37.109 pF  37.054 pF
   80.0 ms  37.191 pF  37.171 pF
final simulated C: 37.192 pF
final sharp-edge C: 37.173 pF
largest sharp-edge error in C: 0.59 %
early window 1-5 ms, N_T = N: simulated 125.2 s^-1, sharp edge 117.6 s^-1
late window 30-40 ms, N_T = N: simulated 110.2 s^-1, sharp edge 100.5 s^-1
last window 60-80 ms, N_T = N: simulated 105.6 s^-1, sharp edge 100.0 s^-1
dilute control N_T/N: 0.01
dilute control, early and late rate: 102.4, 100.6 s^-1
constant-C control, early and late rate: 102.0, 100.3 s^-1
constant-C voltage rise: simulated 6.938 V, formula 6.923 V
early rate after linearization: 107.3 s^-1
initial rate, sharp edge: 127.2 s^-1
initial rate, no edge layer: 120.7 s^-1
no edge layer, parts of (Cinf-C)/Cinf at t=0 with rates e, 2e, 3e: 0.25000, 0.03125, 0.00781
no edge layer, whole (Cinf-C)/Cinf at t=0: 0.29289
trap density from dilute formula: 4.294e+14 cm^-3
done: every assertion held
```
